# Capillary bending stress in a dielectric fin wetted on one side: verification in Python

```python
# Result under test: liquid on one side of a clamped fin gives the nominal
# base stress 6*gamma*cos(theta)*(H/W)**2/D, to leading order.
# H, W: fin height and width; D: liquid-filled gap; gamma: surface tension;
# theta: contact angle through the liquid; p: suction below gas pressure.
# E, nu: Young's modulus and Poisson ratio; B: plane-strain bending stiffness.
# Loads are per unit fin length. Units: nm and MPa, so 1 mN/m = 1 MPa nm.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.integrate import solve_bvp
from scipy.constants import e, g, atm

mp.mp.dps = 40

# Rough typical inputs for organosilicate low-k fins drying from water
H, W, D, D_other = 120.0, 40.0, 40.0, 60.0
gamma, theta_deg = 72.0, 20.0
E, nu = 10.0e3, 0.25
water_density = 1000.0  # kg/m3, rough
theta = np.radians(theta_deg)
B = E * W**3 / (12 * (1 - nu**2))
G = E / (2 * (1 + nu))


# Surface energy of a fixed liquid volume between a tilted fin and a wall.
# The fin pivots about its wet foot; surface tension is set to one here.
def wedge_state(tilt, area, gap, angle, guess):
    tilt, gap, angle = mp.mpf(tilt), mp.mpf(gap), mp.mpf(angle)
    phi = mp.pi / 2 + tilt / 2 - angle

    def arc(height):
        apex_distance = gap / mp.sin(tilt) - height
        chord = 2 * apex_distance * mp.sin(tilt / 2)
        return apex_distance, chord / (2 * mp.sin(phi))

    def area_error(height):
        s, radius = arc(height)
        segment = radius**2 * (phi - mp.sin(phi) * mp.cos(phi))
        trench = gap**2 / (2 * mp.tan(tilt)) - s**2 * mp.sin(tilt) / 2
        return trench - segment - area

    height = mp.findroot(area_error, (mp.mpf(guess), mp.mpf(guess) + 1))
    s, radius = arc(height)
    other_wall = gap / mp.tan(tilt) - s
    energy = 2 * radius * phi - mp.cos(angle) * (height + other_wall)
    return energy, height


def liquid_area(height, gap, angle):
    phi = mp.pi / 2 - mp.mpf(angle)
    radius = mp.mpf(gap) / (2 * mp.cos(angle))
    return gap * height - radius**2 * (phi - mp.sin(phi) * mp.cos(phi))


def energy_torque(height, gap, angle, tilt=0):
    area = liquid_area(height, gap, angle)
    step = mp.mpf('1e-6')
    plus = wedge_state(tilt + step, area, gap, angle, height)[0]
    minus = wedge_state(tilt - step, area, gap, angle, height)[0]
    return float(-(plus - minus) / (2 * step))


for height, gap, degrees in [(120, 40, 20), (90, 25, 50), (200, 60, 70)]:
    angle = np.radians(degrees)
    predicted = np.cos(angle) * height**2 / gap + np.sin(angle) * height
    assert np.isclose(energy_torque(height, gap, angle), predicted, rtol=1e-7)

# Two filled gaps: the line pulls cancel and the suctions subtract
net_torque = energy_torque(H, D, theta) - energy_torque(H, D_other, theta)
balanced_stress = 6 * gamma * np.cos(theta) * (H / W)**2 * (1/D - 1/D_other)
assert np.isclose(6 * gamma * net_torque / W**2, balanced_stress, rtol=1e-7)

# A narrowed gap sets the suction; the 1% tolerance covers wall tilt
tilt = 0.02
tilted_height = float(wedge_state(tilt, liquid_area(H, D, theta),
                                  D, theta, H)[1])
tilted_torque = (np.cos(theta) * tilted_height**2 / (D - tilt * tilted_height)
                 + np.sin(theta) * tilted_height)
assert np.isclose(energy_torque(H, D, theta, tilt), tilted_torque, rtol=0.01)


# Numerical beam: clamped foot, suction, tip force and tip couple
def solve_beam(height, pressure, tip_force=0.0, tip_couple=0.0):
    def slope(x, y):
        return np.vstack([y[1], y[2] / B, y[3], pressure + 0 * x])

    def ends(foot, top):
        return np.array([foot[0], foot[1], top[2] - tip_couple,
                         top[3] + tip_force])

    x = np.linspace(0, height, 41)
    result = solve_bvp(slope, ends, x, np.zeros((4, x.size)), tol=1e-8)
    assert result.success
    return result.y[0, -1], result.y[2, 0]


p = 2 * gamma * np.cos(theta) / D
side_pull = gamma * np.sin(theta)
down_pull = gamma * np.cos(theta)
couple = down_pull * W / 2
leading_stress = 6 * gamma * np.cos(theta) * (H / W)**2 / D
w0, suction_moment = solve_beam(H, p)
assert np.isclose(w0, p * H**4 / (8 * B), rtol=1e-6)
assert np.isclose(6 * suction_moment / W**2, leading_stress, rtol=1e-6)
w_loaded, full_moment = solve_beam(H, p, side_pull, couple)
moment_ratio = 1 + D * np.tan(theta) / H + W * D / (2 * H**2)
assert np.isclose(full_moment / suction_moment, moment_ratio, rtol=1e-6)

# Plane elasticity: find the polynomial stress field from its conditions
x, y = sp.symbols('x y', real=True)
c, q, L = sp.symbols('c q L', positive=True)  # half width, suction, height
powers = [(i, j) for i in range(3) for j in range(6) if 2 <= i + j <= 5]
coefficients = sp.symbols('a0:%d' % len(powers))
airy = sum(a * x**i * y**j for a, (i, j) in zip(coefficients, powers))
along, across = sp.diff(airy, y, 2), sp.diff(airy, x, 2)
shear = -sp.diff(airy, x, y)
biharmonic = (sp.diff(airy, x, 4) + 2 * sp.diff(airy, x, 2, y, 2)
              + sp.diff(airy, y, 4))
conditions = [biharmonic, across.subs(y, c) - q, across.subs(y, -c),
              shear.subs(y, c), shear.subs(y, -c)]
equations = []
for condition in conditions:
    equations += sp.Poly(sp.expand(condition), x, y).coeffs()
for resultant in (along, along * y, shear):
    equations.append(sp.integrate(sp.expand(resultant.subs(x, 0)), (y, -c, c)))
field = sp.solve(equations, coefficients, dict=True)[0]
outer_stress = along.subs(field).subs({x: L, y: -c})
assert sp.simplify(outer_stress - 3*q*L**2/(2*c)**2 + q/5) == 0

# Shear deflection by virtual work with a unit tip load
unit_shear = -3 * (1 - y**2 / c**2) / (4 * c)
shear_work = sp.integrate(sp.expand(shear.subs(field) * unit_shear),
                          (y, -c, c), (x, 0, L))
assert sp.simplify(shear_work - sp.Rational(6, 5)*q*L**2/(2*2*c)) == 0
tip_work = sp.integrate(sp.expand(unit_shear**2), (y, -c, c), (x, 0, L))
assert sp.simplify(tip_work - sp.Rational(6, 5) * L / (2 * c)) == 0
shear_suction = 1.2 * p * H**2 / (2 * G * W)
shear_line = 1.2 * side_pull * H / (G * W)


# Load feedback: n=1 for a rigid facing wall, n=2 for a mirror-image fin
def settle(flexibility, fixed_deflection, n):
    deflection = 0.0
    for _ in range(5000):
        gap = D - n * deflection
        if gap <= 0:
            return np.inf
        new = fixed_deflection + flexibility * 2*gamma*np.cos(theta) / gap
        if abs(new - deflection) < 1e-12:
            return new
        deflection = new
    raise RuntimeError('deflection did not settle')


critical_height = {}
for n in (1, 2):
    critical_height[n] = (2 * B * D / (n * p))**0.25
    below = solve_beam(0.99 * critical_height[n], 1.0)[0]
    above = solve_beam(1.01 * critical_height[n], 1.0)[0]
    assert np.isfinite(settle(below, 0.0, n))
    assert np.isinf(settle(above, 0.0, n))

# Combined estimate with line loads, shear and gap narrowing
flexibility = (w0 + shear_suction) / p
line_deflection = w_loaded - w0 + shear_line
combined = {}
for n in (1, 2):
    deflection = settle(flexibility, line_deflection, n)
    assert np.isfinite(deflection)
    pressure = 2 * gamma * np.cos(theta) / (D - n * deflection)
    moment = solve_beam(H, pressure, side_pull, couple)[1]
    stress = 6 * moment / W**2 - down_pull / W - pressure / 5
    combined[n] = (deflection, pressure, stress)


def show(label, value, unit, digits=4):
    print(f'{label}: {value:.{digits}g} {unit}')


show('Fin height H', H, 'nm')
show('Fin width W', W, 'nm')
show('Filled gap D', D, 'nm')
show('Second gap in balancing example', D_other, 'nm')
show('Surface tension', gamma, 'mN/m')
show('Contact angle', theta_deg, 'degrees')
show('Young modulus', E / 1000, 'GPa')
show('Poisson ratio', nu, '(dimensionless)')
show('Water density', water_density, 'kg/m3')
show('Meniscus radius', D / (2 * np.cos(theta)), 'nm')
show('Suction p', p, 'MPa')
show('Suction moment per fin length', suction_moment, 'MPa nm2')
show('Leading base stress', leading_stress, 'MPa')
show('Leading base stress converted', leading_stress*1e-24/e, 'eV/angstrom3')
show('Bending stress with both gaps filled', balanced_stress, 'MPa')
show('Sideways line-pull stress', 6 * side_pull * H / W**2, 'MPa')
show('Offset line-pull bending stress', 6 * couple / W**2, 'MPa')
show('Axial stress from line pull', -down_pull / W, 'MPa')
show('Plane-elasticity stress correction', -p / 5, 'MPa')
fixed_stress = 6 * full_moment / W**2 - down_pull / W - p / 5
show('Stress with these corrections, fixed gap', fixed_stress, 'MPa')
show('Suction bending deflection w0', w0, 'nm')
show('Added suction shear deflection', shear_suction, 'nm')
show('Added line-load deflection', line_deflection, 'nm')
for n, name in ((1, 'rigid wall'), (2, 'mirror fin')):
    show(f'Slender-model w0 limit, {name}', D / (4 * n), 'nm')
    show(f'Slender-model collapse height, {name}', critical_height[n], 'nm')
    show(f'Combined deflection, {name}', combined[n][0], 'nm')
    show(f'Combined suction, {name}', combined[n][1], 'MPa')
    show(f'Combined base stress, {name}', combined[n][2], 'MPa')
    excess = 100 * (combined[n][2] / leading_stress - 1)
    show(f'Combined stress above leading law, {name}', excess, '%')
show('Absolute liquid pressure at 1 atm gas', atm / 1e6 - p, 'MPa')
show('Neglected hydrostatic pressure', water_density*g*H*1e-9, 'Pa')
print('PASS')
```

Output:

```
Fin height H: 120 nm
Fin width W: 40 nm
Filled gap D: 40 nm
Second gap in balancing example: 60 nm
Surface tension: 72 mN/m
Contact angle: 20 degrees
Young modulus: 10 GPa
Poisson ratio: 0.25 (dimensionless)
Water density: 1000 kg/m3
Meniscus radius: 21.28 nm
Suction p: 3.383 MPa
Suction moment per fin length: 2.436e+04 MPa nm2
Leading base stress: 91.34 MPa
Leading base stress converted: 0.0005701 eV/angstrom3
Bending stress with both gaps filled: 30.45 MPa
Sideways line-pull stress: 11.08 MPa
Offset line-pull bending stress: 5.074 MPa
Axial stress from line pull: -1.691 MPa
Plane-elasticity stress correction: -0.6766 MPa
Stress with these corrections, fixed gap: 105.1 MPa
Suction bending deflection w0: 1.541 nm
Added suction shear deflection: 0.1827 nm
Added line-load deflection: 0.4428 nm
Slender-model w0 limit, rigid wall: 10 nm
Slender-model collapse height, rigid wall: 191.5 nm
Combined deflection, rigid wall: 2.271 nm
Combined suction, rigid wall: 3.586 MPa
Combined base stress, rigid wall: 110.6 MPa
Combined stress above leading law, rigid wall: 21.07 %
Slender-model w0 limit, mirror fin: 5 nm
Slender-model collapse height, mirror fin: 161 nm
Combined deflection, mirror fin: 2.402 nm
Combined suction, mirror fin: 3.845 MPa
Combined base stress, mirror fin: 117.5 MPa
Combined stress above leading law, mirror fin: 28.64 %
Absolute liquid pressure at 1 atm gas: -3.282 MPa
Neglected hydrostatic pressure: 0.001177 Pa
PASS
```
